# The Stark Effect from Quantised Parabolic Actions, to Second Order

An electron is bound to a fixed point charge $Z$ in a weak uniform field. Spin, relativity and nuclear motion are left out. In Hartree atomic units

$$H=\frac{p^2}{2}-\frac Zr+Fz ,$$

so the force of the field on the electron is $-F$ along $z$. The parts below quantise the classical motion by the rule of Epstein and Schwarzschild, and by its half-integer form, and compare both with wave mechanics. "Weak" means that the motion stays inside the barrier and that an expansion in $F$ to second order suffices.

**(a) Separate the classical problem in the coordinates $\xi=r+z$, $\eta=r-z$ and the azimuth $\varphi$.**

*Solution.* We have $r=(\xi+\eta)/2$, $z=(\xi-\eta)/2$, and the distance from the axis is $\rho=\sqrt{\xi\eta}$. The new momenta follow from $p_\xi=p_\rho\,\partial\rho/\partial\xi+p_z\,\partial z/\partial\xi$ and its partner:

$$p_\xi=\frac{\rho p_\rho}{2\xi}+\frac{p_z}{2},\qquad p_\eta=\frac{\rho p_\rho}{2\eta}-\frac{p_z}{2}.$$

In $\xi p_\xi^2+\eta p_\eta^2$ the cross terms $\pm\rho p_\rho p_z/2$ cancel. Since $\rho^2(1/\xi+1/\eta)=\xi+\eta$, what remains is $(\xi+\eta)(p_\rho^2+p_z^2)/4$. Let $M=|p_\varphi|$ be the conserved azimuthal action. Then

$$\frac{p^2}{2}=\frac{2(\xi p_\xi^2+\eta p_\eta^2)}{\xi+\eta}+\frac{M^2}{2\xi\eta}.$$

Multiply $H=E$ by $(\xi+\eta)/2$. The Coulomb term becomes $-Z$ and the field term $F(\xi^2-\eta^2)/4$, so the equation splits:

$$\xi p_\xi^2+\frac{M^2}{4\xi}-\frac{E\xi}{2}+\frac{F\xi^2}{4}=Z_1,\qquad
\eta p_\eta^2+\frac{M^2}{4\eta}-\frac{E\eta}{2}-\frac{F\eta^2}{4}=Z_2,$$

with $Z_1+Z_2=Z$. The two halves differ in the sign of $F$. On an orbit integrated in Cartesian coordinates at $F=0.01$, $Z_1=0.533174$ and $Z_2=0.466826$ stayed constant to about $10^{-11}$.

**(b) Reduce both equations to one scaled problem. Find its field-free motion and action.**

*Solution.* Put $E=-\varepsilon^2/2$, $\xi=x/\varepsilon$, $p_\xi=\varepsilon p$ and $Z_1=\varepsilon\zeta$. This leaves $p_\xi\,d\xi=p\,dx$, so actions are unchanged. Each term carries a factor $\varepsilon$; dividing by it gives

$$h=xp^2+\frac{M^2}{4x}+\frac x4+\frac{f x^2}{4}=\zeta,\qquad f=\frac{F}{\varepsilon^3}.$$

The $\eta$ equation is the same with $-f$.

Treat $h$ as a Hamiltonian with time $\theta$. At $f=0$ call its value $a$. Then $dx/d\theta=2xp$, and

$$\left(\frac{dx}{d\theta}\right)^2=4x\left(a-\frac{M^2}{4x}-\frac x4\right)=4a^2-M^2-(x-2a)^2 .$$

Hence

$$x=2a+2b\cos\theta,\qquad b^2=a^2-\frac{M^2}{4}.$$

The period is $2\pi$ for every $a$. The action $J=\frac1{2\pi}\oint p\,dx$ obeys $dJ/da=\text{period}/2\pi=1$, and it vanishes at the point of rest, $b=0$, where $a=M/2$. Therefore $a=J+M/2$. The case $M=0$ is taken as the limit $M\to0$; the inner turning point then lies at $x=0$, where the orbit crosses the $z$ axis. It meets the nucleus only if $\xi$ and $\eta$ vanish at the same moment.

**(c) Find $\zeta$ as a function of the action to order $f^2$.**

*Solution.* The energy $a$ of the field-free problem and its time $\theta$ form a canonical pair, so areas in the $(x,p)$ plane equal areas in the $(\theta,a)$ plane. With the field on, the orbit is a curve $a(\theta)$. The area between it and the rest point $a=M/2$ is $2\pi J$, so

$$A\equiv J+\frac M2=\langle a(\theta)\rangle ,$$

where the brackets denote the mean over $\theta$. The curve satisfies $a+fV(a,\theta)=\zeta$ with $V=x^2/4$. Solving by iteration,

$$a=\zeta-fV(\zeta,\theta)+f^2V\frac{\partial V}{\partial\zeta}+O(f^3).$$

Its mean is $A=\zeta-f\langle V\rangle+\tfrac12f^2\,d\langle V^2\rangle/d\zeta$. To invert, use $\langle V\rangle(\zeta)=\langle V\rangle(A)+f\langle V\rangle\,d\langle V\rangle/dA$ in the first-order term:

$$\zeta=A+f\langle V\rangle-\frac{f^2}{2}\frac{d}{dA}\left(\langle V^2\rangle-\langle V\rangle^2\right).$$

Now insert the motion, with $a=A$:

$$V=(A+b\cos\theta)^2=A^2+\frac{b^2}{2}+2Ab\cos\theta+\frac{b^2}{2}\cos2\theta .$$

The mean is $\frac32A^2-\frac18M^2$. The variance is half the sum of the squared amplitudes, $2A^2b^2+b^4/8$. The second-order coefficient is thus

$$-\frac{d}{dA}\left[A^2b^2+\frac{b^4}{16}\right]=-\left[4A^3-\frac{AM^2}{2}\right]-\left[\frac{A^3}{4}-\frac{AM^2}{16}\right],$$

and

$$\zeta=A+f\left(\frac{3A^2}{2}-\frac{M^2}{8}\right)-\frac{f^2}{16}A\,(68A^2-9M^2)+O(f^3).$$

The first bracket comes from the fundamental of the motion, the second from its second harmonic. The area argument needs a curve that encloses the old rest point. This fails for $J$ very close to zero, but the coefficients are polynomials and extend to $J=0$ by continuity. The numerical energies used in part (h) include such cases.

**(d) Combine the two coordinates and find $E$ to order $F^2$ in terms of the actions.**

*Solution.* Define $n=A_1+A_2=J_\xi+J_\eta+M$ and $k=A_1-A_2=J_\xi-J_\eta$. We add $\zeta(A_1,f)$ and $\zeta(A_2,-f)$, whose sum is $Z/\varepsilon$. The $M^2/8$ terms cancel, $A_1^2-A_2^2=nk$, and $A_1^3+A_2^3=n(n^2+3k^2)/4$. So

$$\frac Z\varepsilon=n\left[1+\frac32kf-\frac{Q}{16}f^2\right],\qquad Q=17n^2+51k^2-9M^2 .$$

But $f$ contains $\varepsilon$. Let $R=n\varepsilon/Z$ and $g=Fn^3/Z^3$, so that $f=g/R^3$. To first order $1/R=1+\frac32kg$, hence $R^{-3}=1+\frac92kg$. To second order, then,

$$\frac1R=1+u,\qquad u=\frac32kg+\left(\frac{27}{4}k^2-\frac Q{16}\right)g^2 .$$

With $R^2=1-2u+3u^2$ the coefficient of $g^2$ is $-\frac{27}{2}k^2+\frac Q8+\frac{27}{4}k^2=(Q-54k^2)/8$. Since $E=-(Z^2/2n^2)R^2$,

$$E=-\frac{Z^2}{2n^2}+\frac{3nk}{2Z}F-\frac{n^4F^2}{16Z^4}\,B,\qquad B=Q-54k^2=17n^2-3k^2-9M^2 .$$

The linear coefficient is the mean of $z$ over the field-free motion. As a check, let $M=0$ and $J_\eta=0$, so $k=n$. The orbit is a straight line along $+z$, the limit of a Kepler ellipse with semi-major axis $n^2/Z$ and eccentricity $e\to1$. The time average of $r$ on an ellipse is the semi-major axis times $1+e^2/2$, which gives $3n^2/(2Z)$, as the formula does.

**(e) Apply the quantum rules. What do they say about the linear shift?**

*Solution.* The integer rule of Epstein and Schwarzschild sets

$$J_\xi=n_1,\quad J_\eta=n_2,\quad M=n_3\ge1,\quad n=n_1+n_2+n_3 ,$$

with $n_1,n_2\ge0$. The value $n_3=0$ is excluded. With $M=0$ both $\xi$ and $\eta$ reach zero once per cycle, and by (c) their frequencies $d\zeta/dA$ in the field are $1+3fA_1$ and $1-3fA_2$ to first order. These differ, so in general the electron comes arbitrarily close to the nucleus; if $n_1$ or $n_2$ is zero it moves along the axis and hits it. The half-integer rule adds $\frac12$ for each libration between two turning points:

$$J_\xi=n_1+\tfrac12,\quad J_\eta=n_2+\tfrac12,\quad M=|m|,\quad n=n_1+n_2+|m|+1 .$$

If we identify $n_3=|m|+1$, both rules give the same $A_1=n_1+(|m|+1)/2$, the same $A_2$, and the same $n$ and $k=n_1-n_2$. The linear shift depends on these alone:

$$\Delta E^{(1)}=\frac{3}{2}\frac{n(n_1-n_2)}{Z}F .$$

The two rules differ in second order, because $B$ contains $M$ separately. Whether either agrees with wave mechanics must now be found out.

**(f) Solve the separated wave equation to order $f^2$.**

*Solution.* The kinetic energy in (a) shows that the squared line element has coefficients $(\xi+\eta)/4\xi$, $(\xi+\eta)/4\eta$ and $\xi\eta$, so the volume density is $(\xi+\eta)/4$ and

$$\nabla^2=\frac{4}{\xi+\eta}\left[\partial_\xi\,\xi\,\partial_\xi+\partial_\eta\,\eta\,\partial_\eta\right]+\frac{1}{\xi\eta}\partial_\varphi^2 .$$

With $\psi=u_1(\xi)u_2(\eta)e^{im\varphi}$, the multiplication and scaling used before give

$$-(xu')'+\left[\frac{m^2}{4x}+\frac x4+\frac{fx^2}{4}\right]u=\zeta u .$$

At $f=0$ the operator is symmetric under $\int dx$ and its levels are not degenerate, so the usual perturbation formulas give the coefficients of the series in $f$. With the field on, the quadratic term is negative in one of the two equations and falls without bound at large $x$. There the series describes a long-lived resonance, not a strictly bound level; part (h) returns to this.

At $f=0$ put $u=x^{|m|/2}e^{-x/2}L(x)$. Differentiation gives

$$xL''+(|m|+1-x)L'+\left(a-\frac{|m|+1}{2}\right)L=0 .$$

This is the Laguerre equation. Its acceptable solutions are $L_j^{|m|}$ with $j=0,1,\dots$, so $a=j+(|m|+1)/2$, the value of $A$ in (e). The recurrence

$$xL_j^{|m|}=(2j+|m|+1)L_j^{|m|}-(j+1)L_{j+1}^{|m|}-(j+|m|)L_{j-1}^{|m|}$$

and the squared normalisation factor $j!/(j+|m|)!$ give the matrix elements of $x$. The diagonal one is $2a$. The one from $a$ to $a+1$ is

$$-\sqrt{(j+1)(j+|m|+1)}=-\sqrt{c(a+\tfrac12)},\qquad c(s)=s^2-\frac{m^2}{4}.$$

*First order.* Summing over intermediate states,

$$\frac{\langle x^2\rangle}{4}=\frac14\left[4a^2+c(a+\tfrac12)+c(a-\tfrac12)\right]=\frac{3a^2}{2}-\frac{m^2}{8}+\frac18 .$$

*Second order.* The perturbation $x^2/4$ reaches one or two steps away. The squared elements, labelled by the midpoint $s$ of the two levels, are

$$g_1(s)=s^2c(s),\qquad g_2(s)=\frac{c(s-\frac12)\,c(s+\frac12)}{16}.$$

For one step we used $\frac14[2a+2(a+1)]=a+\frac12=s$. The energy denominators are $\mp1$ and $\mp2$ for upward and downward steps, so

$$\zeta_2=-\left[g_1(a+\tfrac12)-g_1(a-\tfrac12)\right]-\frac12\left[g_2(a+1)-g_2(a-1)\right].$$

For the first bracket, $(a+\frac12)^4-(a-\frac12)^4=4a^3+a$ and $(a+\frac12)^2-(a-\frac12)^2=2a$, which give

$$4a^3-\frac{am^2}{2}+a .$$

For the second, $16g_2=(s^2+\frac14-\frac{m^2}{4})^2-s^2=s^4-\frac12(1+m^2)s^2+\text{const}$. Half the difference between $s=a+1$ and $s=a-1$ is $4a^3+4a$ for $s^4$ and $2a$ for $s^2$, which give

$$\frac{1}{16}\left[4a^3+4a-a(1+m^2)\right]=\frac{a^3}{4}-\frac{am^2}{16}+\frac{3a}{16}.$$

Together,

$$\zeta_2=-\frac{a}{16}\left(68a^2-9m^2+19\right).$$

**(g) Obtain the wave-mechanical energy and locate the difference from the classical calculation.**

*Solution.* Compare with (c) at $A=a$ and $M=|m|$. In first order the wave equation adds $f/8$ in $\xi$ and $-f/8$ in $\eta$. These cancel in $Z/\varepsilon$. The linear Stark coefficient is therefore the same in both action rules and in wave mechanics. In this sense the old result is exact; the energy itself still has higher terms.

In second order $f^2$ has the same sign in both coordinates, so the extra terms add to $-19(a_1+a_2)f^2/16=-19nf^2/16$. This replaces $Q$ by $Q+19$, and the algebra of (d) gives

$$B_{\text{wave}}=17n^2-3k^2-9m^2+19 .$$

The half-integer rule misses $19$. The integer rule, with $M=|m|+1$, misses $19+9[(|m|+1)^2-m^2]=28+18|m|$.

The loss can be traced term by term. The classical formula has derivatives where wave mechanics has differences between neighbouring levels:

- One-step transitions correspond to the fundamental. Replacing the difference of $g_1$ by $d(A^2b^2)/dA$ loses $a=16a/16$.
- Two-step transitions correspond to the second harmonic. Replacing the difference of $s^4$ by a derivative loses $4a/16$. Replacing the product $c(s-\frac12)c(s+\frac12)$ by the square $c(s)^2$ has the opposite effect, $-a/16$. The net loss is $3a/16$.

Thus $19=16+3$. Quadrature with the wave functions confirmed this split. The constant is missed in the second-order response within each coordinate, where the finite size of a quantum jump matters. If $n$, $k$ and $m$ grow in proportion, the other terms of $B$ grow as $n^2$ while $19$ stays fixed, so its relative weight falls as $1/n^2$. This is the correspondence limit.

**(h) Compare the three results for the ground state and for hydrogen with $n=3$, $n_1=2$, $n_2=0$, $m=0$ at $F=2\times10^{-5}$ atomic units.**

*Solution.* For the ground state $k=m=0$. Writing the shift as $-\alpha F^2/2$ gives $\alpha=B/8$ at $Z=1$. Wave mechanics has $B=36$ and $\alpha=4.5$; the half-integer rule has $17$ and $2.125$; the integer rule has $8$ and $1$, all in atomic units. Here the semiclassical error is large.

For the excited state $k=2$, and the field is $1.028\times10^7$ V/m. The linear shift is

$$\frac32\cdot3\cdot2\cdot2\times10^{-5}=180\ \text{microhartree}=1184\ \text{GHz}.$$

In second order wave mechanics has $B=153-12+19=160$, so the shift is

$$-\frac{81\,(2\times10^{-5})^2}{16}\cdot160=-0.3240\ \text{microhartree}=-2.132\ \text{GHz}.$$

The half-integer rule has $B=141$ and gives $-0.2855$ microhartree. The integer rule has $B=132$ and gives $-0.2673$ microhartree. The missing $19$ is about 12% of the wave-mechanical quadratic shift.

These formulas were tested against energies found without the expansion: numerical solution of the classical quantum conditions, and diagonalisation in a finite spherical basis. For the single state the wave series gives a total of $179.6760$ microhartree and diagonalisation $179.6768$. Reversing the field exchanges $k=2$ and $k=-2$, so the mean shift of this pair contains no odd powers of $F$. That mean is $-0.32401$ microhartree, in agreement with the quadratic term; the small discrepancy of the single state is therefore mainly of odd order. For seven states up to $n=3$, at fields chosen with the same value of $n^4F$, the numerical values of $B$ show the differences $19$ and $28+18|m|$ found in (g).

The potential saddle lies at $-2\sqrt{ZF}=-0.0089$ hartree, well above the level near $-0.0556$ hartree, so the classical motion is confined. In wave mechanics the electron can still tunnel out. The level is a resonance, and the power series does not describe its decay. The field-free level $-Z^2/2n^2$ already meets the saddle energy at $n^4F/Z^3=1/16$, so the expansion needs $n^4F/Z^3$ well below that value; here it is $0.0016$. Fine structure is not negligible beside the quadratic shift in this example, so the numbers compare three treatments of one model and do not predict a measured line.

## Calculated quantities

```
Separation constants on a Cartesian orbit, F = 0.01 a.u.:
  Z1 = 0.533174, Z2 = 0.466826, sum = 1.000000, largest drift 1.4e-11
Separated wave equation, n1 = 3, m = 2, a = 4.5:
  first-order excess over classical = 0.1250 (times f)
  second-order excess, in units of -a f^2/16:
  one-step 16.000, two-step 3.000, sum 19.000
Numerical bracket B (dimensionless) for Z = 1:
  n  k  m    wave  half-int  integer  wave-half  wave-int
  1  0  0   36.00     17.00     8.00      19.00     28.00
  2  1  0   84.00     65.00    56.00      19.00     28.00
  2  0  1   78.00     59.00    32.00      19.00     46.00
  3  2  0  160.00    141.00   132.00      19.00     28.00
  3  0  0  172.00    153.00   144.00      19.00     28.00
  3  1  1  160.00    141.00   114.00      19.00     46.00
  3  0  2  136.00    117.00    72.00      19.00     64.00
Ground-state polarisability (a.u.): wave 4.500, half-integer 2.125, integer 1.000
Example: hydrogen, n = 3, n1 = 2, n2 = 0, m = 0, k = 2
  field F = 2.0e-05 a.u. = 1.0284e+07 V/m
  field-free energy = -0.05555556 hartree
  saddle energy -2 sqrt(Z F) = -0.008944 hartree
  linear shift, formula = 180.0000 microhartree = 1184.34 GHz
  wave rule: B = 160
    numerical slope dE/dF = 9.00004 a.u.
    quadratic shift, formula = -0.32400 microhartree = -2.1318 GHz
    numerical mean shift of k = +2, -2 = -0.32401 microhartree
    total shift of k = +2: series 179.67600, numerical 179.67679 microhartree
  half-integer rule: B = 141
    numerical slope dE/dF = 9.00003 a.u.
    quadratic shift, formula = -0.28553 microhartree = -1.8787 GHz
    numerical mean shift of k = +2, -2 = -0.28553 microhartree
    total shift of k = +2: series 179.71447, numerical 179.71514 microhartree
  integer rule: B = 132
    numerical slope dE/dF = 9.00004 a.u.
    quadratic shift, formula = -0.26730 microhartree = -1.7587 GHz
    numerical mean shift of k = +2, -2 = -0.26730 microhartree
    total shift of k = +2: series 179.73270, numerical 179.73340 microhartree
```
